# Canonical variational transition state for a saddle with a changing channel width: test program

```python
"""Variational transition-state theory for a saddle with a narrowing channel.

Potential: V(x,y) = -a x^2/2 + (w^2/2) exp(2 c x) y^2, mass-weighted x and y.
Result under test: among planes x = s the classical canonical rate k(s) is
smallest at s* = c kT/a, and k(s*)/k(0) = exp(-c^2 kT/(2a)).
a: minus the curvature along x; w: transverse frequency at the saddle;
c: rate of growth of ln(frequency) along x; kT: thermal energy.
Hartree atomic units (hbar = 1, h = 2 pi). Q_R: reactant partition function.
A curved surface and classical trajectories test the scope and the meaning.
"""
import numpy as np
from scipy.constants import physical_constants, N_A
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

HARTREE_PER_KELVIN = physical_constants["kelvin-hartree relationship"][0]
HARTREE_KJMOL = physical_constants["Hartree energy"][0] * N_A / 1000
a, w, c = 1.0e-6, 0.002, 0.0075
h = 2 * np.pi


def potential(x, y):
    return -a * x**2 / 2 + w**2 / 2 * np.exp(2 * c * x) * y**2


def y_grid(kT):
    return np.linspace(-20, 20, 4001) * np.sqrt(kT) / w


def momentum_factor(kT):
    """Integral over p_normal > 0 (weighted by p_normal) and p_parallel."""
    top = 12 * np.sqrt(kT)
    normal = quad(lambda p: p * np.exp(-p*p / (2*kT)), 0, top, epsabs=0)[0]
    parallel = 2 * quad(lambda p: np.exp(-p*p / (2*kT)), 0, top, epsabs=0)[0]
    return normal * parallel


def surface_integral(s, kT, bend=0.0):
    """Boltzmann factor integrated along the curve x = s + bend*y^2."""
    y = y_grid(kT)
    arc = np.sqrt(1 + (2 * bend * y)**2)
    return np.sum(arc * np.exp(-potential(s + bend*y**2, y) / kT)) * (y[1]-y[0])


def analyse(T):
    kT = HARTREE_PER_KELVIN * T
    found = minimize_scalar(lambda s: np.log(surface_integral(s, kT)),
                            bounds=(-100, 100), method="bounded",
                            options={"xatol": 1e-7})
    s_num = found.x
    ratio_num = surface_integral(s_num, kT) / surface_integral(0.0, kT)
    assert abs(s_num - c * kT / a) < 1e-3
    assert abs(ratio_num - np.exp(-c**2 * kT / (2 * a))) < 1e-8
    return kT, s_num, ratio_num


# Position of the best plane and the rate ratio, from numerical integration
kT, s_best, ratio = analyse(1000.0)
kT_low, s_low, ratio_low = analyse(500.0)

# Absolute one-way flux against the closed form, on several planes
mom = momentum_factor(kT)
flux = {}
for s in (-s_best, 0.0, s_best, 2 * s_best):
    flux[s] = mom * surface_integral(s, kT) / h**2
    omega = w * np.exp(c * s)
    closed = kT / h * kT / omega * np.exp(a * s**2 / (2 * kT))
    assert abs(flux[s] / closed - 1) < 1e-8

# Free energy and its parts; mean force on the best plane
y = y_grid(kT)
weight = np.exp(-potential(s_best, y) / kT)
weight /= weight.sum()
step = 1e-3
slope = (potential(s_best + step, y) - potential(s_best - step, y)) / (2*step)
mean_slope = np.sum(weight * slope)
assert abs(mean_slope) < 1e-4 * c * kT
free_rise = -kT * np.log(ratio)
energy_part = potential(s_best, 0.0)
entropy_part = free_rise - energy_part
assert abs(free_rise / (c**2 * kT**2 / (2 * a)) - 1) < 1e-6
assert abs(entropy_part / free_rise - 2) < 1e-3
assert abs(energy_part / free_rise + 1) < 1e-3

# Bending the best plane: first-order change, then the best parabola
variance = np.sum(weight * y**2)
d = 1e-6
bend_slope = (np.log(surface_integral(s_best, kT, d))
              - np.log(surface_integral(s_best, kT, -d))) / (2 * d)
bend_formula = -2 * c * kT / (w * np.exp(c * c * kT / a))**2
assert abs(bend_slope / bend_formula - 1) < 1e-3
bent = minimize_scalar(lambda b: np.log(surface_integral(s_best, kT, b)),
                       bounds=(0, 0.01), method="bounded",
                       options={"xatol": 1e-9})
ratio_bent = np.exp(bent.fun) / surface_integral(0.0, kT)
assert ratio_bent < ratio - 1e-3

# Classical trajectories between absorbing boundaries x = -edge and x = +edge
edge, dt, pairs = 200.0, 5.0, 30000
rng = np.random.default_rng(12345)


def force(x, y):
    stiffness = w**2 * np.exp(2 * c * x)
    return a * x - c * stiffness * y**2, -stiffness * y


def transmission(s):
    """Net reactive flux / one-way flux through x = s, and its std error."""
    speed = rng.rayleigh(np.sqrt(kT), pairs)
    y0 = rng.normal(0, np.sqrt(kT) / (w * np.exp(c * s)), pairs)
    py0 = rng.normal(0, np.sqrt(kT), pairs)
    x = np.full(2 * pairs, s)
    y = np.concatenate([y0, y0])
    px = np.concatenate([speed, -speed])
    py = np.concatenate([py0, py0])
    start_energy = (px**2 + py**2) / 2 + potential(x, y)
    label = np.arange(2 * pairs)
    product = np.zeros(2 * pairs)
    worst = 0.0
    fx, fy = force(x, y)
    for _ in range(20000):
        px = px + dt / 2 * fx
        py = py + dt / 2 * fy
        x = x + dt * px
        y = y + dt * py
        fx, fy = force(x, y)
        px = px + dt / 2 * fx
        py = py + dt / 2 * fy
        done = np.abs(x) >= edge
        if done.any():
            product[label[done]] = x[done] > 0
            energy = (px[done]**2 + py[done]**2)/2 + potential(x[done], y[done])
            error = np.abs(energy - start_energy[label[done]]).max()
            worst = max(worst, error)
            keep = ~done
            x, y, px, py = x[keep], y[keep], px[keep], py[keep]
            fx, fy, label = fx[keep], fy[keep], label[keep]
        if x.size == 0:
            break
    assert x.size < 1e-3 * pairs
    assert worst < 0.05 * kT
    net = product[:pairs] - product[pairs:]
    return net.mean(), net.std(ddof=1) / np.sqrt(pairs)


kappa_0, err_0 = transmission(0.0)
kappa_s, err_s = transmission(s_best)
kappa_ratio = kappa_0 / kappa_s
err_ratio = kappa_ratio * np.hypot(err_0 / kappa_0, err_s / kappa_s)
# Four standard errors allow for the finite number of trajectories
assert abs(kappa_ratio - ratio) < 4 * err_ratio
assert kappa_s - kappa_0 > 4 * np.hypot(err_0, err_s)
assert kappa_0 < ratio_bent + 4 * err_0
assert kappa_s < 1

print("Hartree atomic units; x, y in a0 sqrt(m_e)")
print(f"a = {a:.1e} (E_h/hbar)^2")
print(f"w = {w:.4f} E_h/hbar")
print(f"c = {c:.4f} 1/(a0 sqrt(m_e))")
print(f"kT at 1000 K = {kT:.6f} E_h")
print(f"hbar w/kT at 1000 K = {w/kT:.3f}")
print(f"c^2 kT/(2a) at 1000 K = {c*c*kT/(2*a):.5f}")
print(f"best plane s*, numerical, 1000 K = {s_best:.3f} a0 sqrt(m_e)")
print(f"s* = c kT/a, formula, 1000 K = {c*kT/a:.3f} a0 sqrt(m_e)")
print(f"k(s*)/k(0), numerical, 1000 K = {ratio:.5f}")
print(f"k(s*)/k(0), formula, 1000 K = {np.exp(-c*c*kT/(2*a)):.5f}")
print(f"transverse frequency at s* = {w*np.exp(c*s_best):.6f} E_h/hbar")
for name, s in (("-s*", -s_best), ("0", 0.0), ("s*", s_best),
                ("2s*", 2*s_best)):
    print(f"plane s = {name}: Q_R k = {flux[s]:.6e} E_h/hbar, "
          f"k(s)/k(0) = {flux[s]/flux[0.0]:.5f}")
print(f"free-energy rise W(s*)-W(0) = {free_rise:.4e} E_h "
      f"= {free_rise*HARTREE_KJMOL:.3f} kJ/mol")
print(f"potential-energy part = {energy_part:.4e} E_h")
print(f"entropic part = {entropy_part:.4e} E_h")
print(f"kT at 500 K = {kT_low:.6f} E_h")
print(f"best plane s*, numerical, 500 K = {s_low:.3f} a0 sqrt(m_e)")
print(f"k(s*)/k(0), numerical, 500 K = {ratio_low:.5f}")
print("Curved surface x = s* + eps y^2 at 1000 K")
print(f"variance of y on plane s* = {variance:.2f} a0^2 m_e")
print(f"d ln k/d eps at 0, numerical = {bend_slope:.4f} a0 sqrt(m_e)")
print(f"d ln k/d eps at 0, formula = {bend_formula:.4f} a0 sqrt(m_e)")
print(f"best eps = {bent.x:.5f} 1/(a0 sqrt(m_e))")
print(f"k(best parabola)/k(0) = {ratio_bent:.5f}")
print(f"Trajectories at 1000 K, boundaries at +/-{edge:.0f} a0 sqrt(m_e)")
print(f"trajectories per plane = {2*pairs}, time step = {dt:.1f} hbar/E_h")
print(f"kappa(0) = {kappa_0:.4f} +/- {err_0:.4f} (standard error)")
print(f"kappa(s*) = {kappa_s:.4f} +/- {err_s:.4f} (standard error)")
print(f"kappa(0)/kappa(s*) = {kappa_ratio:.4f} +/- {err_ratio:.4f}")
print("verified")
```

Printed output:

```
Hartree atomic units; x, y in a0 sqrt(m_e)
a = 1.0e-06 (E_h/hbar)^2
w = 0.0020 E_h/hbar
c = 0.0075 1/(a0 sqrt(m_e))
kT at 1000 K = 0.003167 E_h
hbar w/kT at 1000 K = 0.632
c^2 kT/(2a) at 1000 K = 0.08907
best plane s*, numerical, 1000 K = 23.751 a0 sqrt(m_e)
s* = c kT/a, formula, 1000 K = 23.751 a0 sqrt(m_e)
k(s*)/k(0), numerical, 1000 K = 0.91478
k(s*)/k(0), formula, 1000 K = 0.91478
transverse frequency at s* = 0.002390 E_h/hbar
plane s = -s*: Q_R k = 1.042504e-03 E_h/hbar, k(s)/k(0) = 1.30630
plane s = 0: Q_R k = 7.980582e-04 E_h/hbar, k(s)/k(0) = 1.00000
plane s = s*: Q_R k = 7.300514e-04 E_h/hbar, k(s)/k(0) = 0.91478
plane s = 2s*: Q_R k = 7.980582e-04 E_h/hbar, k(s)/k(0) = 1.00000
free-energy rise W(s*)-W(0) = 2.8206e-04 E_h = 0.741 kJ/mol
potential-energy part = -2.8206e-04 E_h
entropic part = 5.6411e-04 E_h
kT at 500 K = 0.001583 E_h
best plane s*, numerical, 500 K = 11.876 a0 sqrt(m_e)
k(s*)/k(0), numerical, 500 K = 0.95644
Curved surface x = s* + eps y^2 at 1000 K
variance of y on plane s* = 554.42 a0^2 m_e
d ln k/d eps at 0, numerical = -8.3163 a0 sqrt(m_e)
d ln k/d eps at 0, formula = -8.3163 a0 sqrt(m_e)
best eps = 0.00325 1/(a0 sqrt(m_e))
k(best parabola)/k(0) = 0.90349
Trajectories at 1000 K, boundaries at +/-200 a0 sqrt(m_e)
trajectories per plane = 60000, time step = 5.0 hbar/E_h
kappa(0) = 0.8067 +/- 0.0023 (standard error)
kappa(s*) = 0.8862 +/- 0.0018 (standard error)
kappa(0)/kappa(s*) = 0.9103 +/- 0.0032
verified
```
